# Potential and Conductance Correction of a Voltage Probe in a Quantum Conductor

A conductor joins two contacts, L and R. A third contact P is attached to it as a voltage probe: its electrochemical potential adjusts until it draws no net current. Electrons may still enter P and be replaced by others with no phase relation to them, so the probe is a simple model of phase-breaking scattering, for instance inside the barrier of a metal–semiconductor contact.

The electrons do not interact, apart from a fixed mean field contained in the conductor Hamiltonian $H$, and the two spin directions are equivalent. Each contact is a large reservoir with electrochemical potential $\mu_a$ and Fermi function $f_a(E)$; all have the same temperature. The contacts are coupled to the conductor but not directly to one another, and the basis is orthonormal. Hartree atomic units are used, so $\hbar=e=1$ and $h=2\pi$. The particle flow $I_a$ is positive from contact $a$ into the conductor. Since the electron has charge $-1$, the voltage is $V_a=-\mu_a$ and the charge current is $-I_a$; their ratio, the conductance, has the same sign as $I_a/\mu_a$.

## (a) Flow between the contacts

**Problem.** Let $h_a$ be the Hamiltonian of isolated contact $a$, and let $\tau_a$ carry amplitudes from it into the conductor. Express the stationary flows through the Green function of the conductor.

**Solution.** Write $\psi$ for the amplitude in the conductor and $\chi_a$ for that in contact $a$. At energy $E$,

$$(E-H)\psi=\sum_a\tau_a\chi_a,\qquad (E-h_a)\chi_a=\tau_a^\dagger\psi .$$

Let an eigenstate $\varphi_k$ of contact $b$, with energy $E$, be the incoming state. With $g_a=(E+i0-h_a)^{-1}$, the outgoing solution is $\chi_a=\delta_{ab}\varphi_k+g_a\tau_a^\dagger\psi$. Inserting this in the first equation gives

$$\psi=G\tau_b\varphi_k,\quad G=\Big(E-H-\sum_a\Sigma_a\Big)^{-1},\quad \Sigma_a=\tau_ag_a\tau_a^\dagger .$$

For $a\ne b$, the probability in contact $a$ grows at a rate found from $i\dot\chi_a=h_a\chi_a+\tau_a^\dagger\psi$. The Hermitian $h_a$ drops out:

$$\frac{d}{dt}\chi_a^\dagger\chi_a=-i\chi_a^\dagger\tau_a^\dagger\psi+i\psi^\dagger\tau_a\chi_a=-2\,\mathrm{Im}\,\psi^\dagger\Sigma_a\psi=\psi^\dagger\Gamma_a\psi,$$

where $\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)$. To sum over incoming states we use

$$\sum_k\delta(E-\varepsilon_k)\,\tau_b\varphi_k\varphi_k^\dagger\tau_b^\dagger=\frac{i}{2\pi}\tau_b(g_b-g_b^\dagger)\tau_b^\dagger=\frac{\Gamma_b}{2\pi}.$$

With two spins, the flow from $b$ to $a$ is therefore

$$\frac1\pi\int dE\,T_{ab}f_b,\qquad T_{ab}=\mathrm{Tr}[\Gamma_aG\Gamma_bG^\dagger].$$

No factor $1-f_a$ appears: for non-interacting electrons, the mean current is the sum of the currents of the occupied scattering states.

States injected by $a$ lose flow to the other contacts, so $I_a=\pi^{-1}\int dE\sum_{b\ne a}(T_{ba}f_a-T_{ab}f_b)$. To simplify this, put $\Gamma=\sum_a\Gamma_a$. Then $(G^\dagger)^{-1}-G^{-1}=-i\Gamma$. Multiplying by $G$ on the left and $G^\dagger$ on the right, or in the opposite order, gives

$$i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .$$

Hence

$$\sum_bT_{ab}=\mathrm{Tr}[\Gamma_aG\Gamma G^\dagger]=\mathrm{Tr}[\Gamma_aG^\dagger\Gamma G]=\sum_bT_{ba},$$

the last step being a cyclic permutation. The term $b=a$ is common to both sums and cancels. We obtain

$$I_a=\frac1\pi\int dE\sum_bT_{ab}(f_a-f_b).$$

The sum rule also gives $\sum_aI_a=0$. Time-reversal symmetry has not been used, so $T_{ab}$ and $T_{ba}$ may differ.

## (b) The floating potential

**Problem.** Impose $I_P=0$ to first order in the bias. Find $\mu_P$ and the conductance between L and R.

**Solution.** Around a common equilibrium potential, $f_a-f_b=(-\partial f/\partial E)(\mu_a-\mu_b)$. The bias may also change $H$, and so $T_{ab}$, but that change multiplies a difference $f_a-f_b$ which is already of first order. It does not enter the linear response. With

$$\langle T\rangle=\int dE\left(-\frac{\partial f}{\partial E}\right)T(E),$$

the condition on the probe is

$$0=\langle T_{PL}\rangle(\mu_P-\mu_L)+\langle T_{PR}\rangle(\mu_P-\mu_R).$$

Therefore

$$\mu_P=\mu_R+\eta(\mu_L-\mu_R),\qquad \eta=\frac{\langle T_{PL}\rangle}{\langle T_{PL}\rangle+\langle T_{PR}\rangle}.$$

The same relation holds for the voltages: $V_P=V_R+\eta(V_L-V_R)$. For the flow at L we need $\mu_L-\mu_P=(1-\eta)(\mu_L-\mu_R)$. Thus

$$I_L=\frac1\pi\big[\langle T_{LR}\rangle+\langle T_{LP}\rangle(1-\eta)\big](\mu_L-\mu_R)=\frac{T_{\rm eff}}\pi(\mu_L-\mu_R),$$

$$T_{\rm eff}=\langle T_{LR}\rangle+\frac{\langle T_{LP}\rangle\langle T_{PR}\rangle}{\langle T_{PL}\rangle+\langle T_{PR}\rangle}.$$

Current conservation and $I_P=0$ give $I_R=-I_L$. The conductance is $T_{\rm eff}/\pi$.

The second term describes electrons that pass through the probe. If $T_{LP}=T_{PL}$, this term divided by $\pi$ is the conductance of two conductors in series, with conductances $\langle T_{PL}\rangle/\pi$ and $\langle T_{PR}\rangle/\pi$. If $\langle T_{PR}\rangle=0$, the probe floats at $\mu_L$ and this term vanishes. If both $\langle T_{PL}\rangle$ and $\langle T_{PR}\rangle$ vanish, the condition $I_P=0$ leaves $\mu_P$ undetermined.

## (c) The full correction for a weak probe

**Problem.** Let the probe touch one orbital $p$, with $\Sigma_P=-(i\gamma/2)|p\rangle\langle p|$. At one energy, find how $\eta$ depends on $\gamma$, and find the first-order change of transmission relative to the conductor without a probe.

**Solution.** Denote the probe-free Green function by $G_0$, its transmission from R to L by $T_0$, and $g=\langle p|G_0|p\rangle$. From $G=G_0+G\Sigma_PG_0$,

$$\langle p|G=\langle p|G_0-\frac{i\gamma}{2}\langle p|G|p\rangle\langle p|G_0 .$$

Projection on $|p\rangle$ gives $\langle p|G|p\rangle=g/(1+i\gamma g/2)$, and hence $\langle p|G=\langle p|G_0/(1+i\gamma g/2)$. Similarly, $G|p\rangle=G_0|p\rangle/(1+i\gamma g/2)$. Define

$$A_a=\langle p|G_0\Gamma_aG_0^\dagger|p\rangle,\qquad B_L=\langle p|G_0^\dagger\Gamma_LG_0|p\rangle .$$

Then, for $a=L,R$,

$$T_{Pa}=\frac{\gamma A_a}{|1+i\gamma g/2|^2},\quad T_{LP}=\frac{\gamma B_L}{|1+i\gamma g/2|^2},\quad \eta=\frac{A_L}{A_L+A_R}.$$

At a single energy, the potential read by a one-orbital probe does not depend on its coupling strength, even when the coupling is strong. At finite temperature the denominator weights different energies differently, so this independence need not survive the average.

The conductance does depend on $\gamma$. To first order, $\delta G=-(i\gamma/2)G_0|p\rangle\langle p|G_0$, so

$$\begin{aligned}
\delta T_{LR}&=2\,\mathrm{Re}\,\mathrm{Tr}[\Gamma_L\,\delta G\,\Gamma_RG_0^\dagger]\\
&=\gamma\,\mathrm{Im}\,\langle p|G_0\Gamma_RG_0^\dagger\Gamma_LG_0|p\rangle ,
\end{aligned}$$

because $2\,\mathrm{Re}(-iz/2)=\mathrm{Im}\,z$. Adding the path through the probe gives

$$\lim_{\gamma\to0}\frac{T_{\rm eff}-T_0}{\gamma}=\frac{B_LA_R}{A_L+A_R}+\mathrm{Im}\,\langle p|G_0\Gamma_RG_0^\dagger\Gamma_LG_0|p\rangle .$$

The first term is re-emission from the probe and cannot be negative. The second is the change in direct transmission. Both have the same order in $\gamma$, so the re-emitted term alone is not the correction caused by adding a probe.

A numerical case shows the difference. Take one random complex Hermitian $H$ on five orbitals, with two random channels in each of L and R. For the draw used here, the re-emission slope at $E=0.2$ hartree is $0.2512\ \mathrm{hartree}^{-1}$ and the direct slope is $-0.2394\ \mathrm{hartree}^{-1}$. Their sum is $0.0118\ \mathrm{hartree}^{-1}$, about one twentieth of the re-emission term.

## (d) A chain in which every path crosses the probed site

**Problem.** Site $p$, with energy $\varepsilon_p$, is the only connection between the left and right parts of a chain. Find $T_{\rm eff}$ at one energy. When does the probe raise it, and which $\gamma$ is best?

**Solution.** The elimination in part (a) did not require a contact to be uniform. We may therefore treat everything left of $p$ as one contact, with self-energy $\Sigma_l$ on $p$, and everything to the right as another, with $\Sigma_r$. Neither part has another exit, so the flows to the reservoirs are unchanged. Let

$$\Gamma_{l,r}=-2\,\mathrm{Im}\,\Sigma_{l,r},\quad W=\Gamma_l+\Gamma_r>0,\quad x=E-\varepsilon_p-\mathrm{Re}(\Sigma_l+\Sigma_r).$$

Then $G_{pp}=[x+i(W+\gamma)/2]^{-1}$, and

$$T_{LR}=\Gamma_l\Gamma_r|G_{pp}|^2,\quad T_{PL}=T_{LP}=\gamma\Gamma_l|G_{pp}|^2,\quad T_{PR}=\gamma\Gamma_r|G_{pp}|^2 .$$

It follows that $\eta=\Gamma_l/W$. The re-emitted part is $\gamma\Gamma_l\Gamma_r|G_{pp}|^2/W$, so

$$T_{\rm eff}=\Gamma_l\Gamma_r|G_{pp}|^2\left(1+\frac\gamma W\right)=\frac{\Gamma_l\Gamma_r}{W}\,\frac{s}{x^2+s^2/4},\qquad s=W+\gamma .$$

At fixed $\Gamma_l$ and $\Gamma_r$ this is a Lorentzian in $x$ of full width $s$. Its area is $2\pi\Gamma_l\Gamma_r/W$, independent of $\gamma$. The probe lowers the centre of the resonance and raises its tails.

To find the boundary, compare $s$ with its probe-free value $W$. Multiplying by the positive denominators, $T_{\rm eff}>T_0$ means

$$s\left(x^2+\frac{W^2}{4}\right)>W\left(x^2+\frac{s^2}{4}\right),\quad\text{or}\quad (s-W)\left(x^2-\frac{sW}{4}\right)>0 .$$

For $\gamma>0$ the condition is $4x^2>W(W+\gamma)$.

The weak-probe formula gives the same physics. Here $A_L=B_L=\Gamma_l|g|^2$, $A_R=\Gamma_r|g|^2$ and $\mathrm{Im}\,g=-W|g|^2/2$. The two slopes are $T_0/W$ and $-T_0W|g|^2/2$. With $|g|^2=(x^2+W^2/4)^{-1}$, their sum is

$$\frac{T_0}{W}\,\frac{x^2-W^2/4}{x^2+W^2/4},$$

which changes sign at $2|x|=W$, the limit $\gamma\to0$ of the boundary above.

For the best coupling, write $s/(x^2+s^2/4)=(x^2/s+s/4)^{-1}$. The bracket is smallest when $-x^2/s^2+1/4=0$, hence at $s=2|x|$, where it equals $|x|$. If $2|x|>W$, then

$$\gamma_{\rm best}=2|x|-W,\qquad T_{\rm eff}^{\max}=\frac{\Gamma_l\Gamma_r}{W|x|}.$$

If $2|x|\le W$, any probe coupling lowers the transmission. For $\gamma\gg W,|x|$, $T_{\rm eff}\simeq4\Gamma_l\Gamma_r/(W\gamma)$: the broadening is then so large that little spectral weight remains at the energy of the electron.

## (e) A tunnel contact with and without a resonant level

**Problem.** Model a metal–semiconductor contact by nearest-neighbour chains with hopping amplitude $-t$, $t=0.100$ hartree. The metal and semiconductor site energies are 0 and 0.180 hartree. Between them lie five barrier sites with energies 0.32, 0.31, 0.30, 0.29 and 0.28 hartree. The Fermi energy is zero, and a probe with $\gamma=0.005$ hartree touches the middle site. Compare this clean barrier with one whose middle level is tuned to $x=0$.

**Solution.** The semiconductor band starts at $0.180-2(0.100)=-0.020$ hartree, so the semiconductor is degenerate. The Fermi level lies 0.54 eV above this edge, and the chain holds $2\arccos(0.9)/\pi\approx0.29$ electron per site, far more than doping supplies in a real semiconductor. In the barrier the local band edge, $\varepsilon_j-2t$, lies 0.08 to 0.12 hartree (2.2 to 3.3 eV) above the Fermi energy. Most Schottky barriers are much lower, about 1 eV or less, and a real contact has many channels. The numbers below therefore illustrate the effect of the probe; they do not predict the conductance of a particular contact. For a uniform half-chain with site energy $\varepsilon_c$, adding one more site leaves its self-energy unchanged. With $y=E-\varepsilon_c$, this means $\sigma=t^2/(y-\sigma)$, or $\sigma^2-y\sigma+t^2=0$. The outgoing root inside the band is

$$\sigma=\tfrac12\left(y-i\sqrt{4t^2-y^2}\right).$$

Each barrier site of energy $\varepsilon_j$ changes $\sigma$ to $t^2/(E-\varepsilon_j-\sigma)$. Two such steps from either side reach the middle site and give

$$\Gamma_l=0.002243,\quad \Gamma_r=0.003974,\quad W=0.006217\ \text{hartree},$$

with $\mathrm{Re}(\Sigma_l+\Sigma_r)=-0.077056$ hartree. The probe fraction is $\eta=0.002243/0.006217=0.361$. For a small bias $\mu_L-\mu_R=1.0\times10^{-4}$ hartree (2.721 meV), $\mu_P-\mu_R=3.61\times10^{-5}$ hartree (0.982 meV). This holds in both cases, since changing the middle level does not alter the side widths.

In the clean barrier, $x=-0.300000+0.077056=-0.222944$ hartree. Without the probe,

$$T_0=\frac{(0.002243)(0.003974)}{0.222944^2+0.006217^2/4}=1.793\times10^{-4}.$$

With it, $T_{LR}=1.792\times10^{-4}$, $T_{PL}=2.255\times10^{-4}$ and $T_{PR}=3.995\times10^{-4}$. The re-emitted part is

$$\frac{(2.255)(3.995)}{2.255+3.995}\times10^{-4}=1.441\times10^{-4},$$

so $T_{\rm eff}=3.233\times10^{-4}$. The conductance is $1.029\times10^{-4}$ atomic units, or $2.51\times10^{-8}$ S. The enhancement, 1.80, is close to $s/W=0.011217/0.006217$, because $x^2$ dominates the denominator in $T_{\rm eff}$.

For the resonant level, $\varepsilon_p=0.077056$ hartree and $x=0$. Now $T_0=4\Gamma_l\Gamma_r/W^2=0.922$. The probe reduces direct transmission to 0.283 and returns 0.228 by re-emission, so $T_{\rm eff}=0.511$. The full correction is $-0.411$, although the re-emitted term is positive. The ratio $T_{\rm eff}/T_0=W/s=0.554$ is the inverse of the limiting off-resonance enhancement. The conductance is 0.163 atomic units, or $3.96\times10^{-5}$ S.

The sign changes at $|x|=\frac12\sqrt{W(W+\gamma)}=0.00418$ hartree. For the clean barrier, the formal optimum is $\gamma=0.440$ hartree, where $T_{\rm eff}=6.43\times10^{-3}$. This coupling exceeds the full chain bandwidth $4t=0.400$ hartree, so it marks a limit of the model rather than a plausible weak scattering rate. The clean-barrier enhancement also presupposes that the probe has states at the Fermi energy. A scattering mechanism with no available process at that energy would not supply this $\gamma$.

## (f) Zero total current or zero current at each energy

**Problem.** A dephasing probe draws zero current at every energy, whereas the voltage probe balances the energy integral. Compare their linear conductances when time-reversal symmetry gives $T_{LP}=T_{PL}$, and evaluate the resonant contact at 300 K.

**Solution.** Write $a=T_{PL}$ and $b=T_{PR}$. The function $a(1-q)^2+bq^2$ has zero derivative at $q=a/(a+b)$, and its minimum is

$$\frac{ab^2+ba^2}{(a+b)^2}=\frac{ab}{a+b}.$$

A dephasing probe chooses the minimizing $q$ separately at each energy. A voltage probe has one $q$ for all energies, with $a$ and $b$ replaced by their averages. The average of separate minima cannot exceed the minimum of the average, so

$$\left\langle\frac{T_{PL}T_{PR}}{T_{PL}+T_{PR}}\right\rangle\le\frac{\langle T_{PL}\rangle\langle T_{PR}\rangle}{\langle T_{PL}\rangle+\langle T_{PR}\rangle}.$$

The direct term $\langle T_{LR}\rangle$ is common to both. The voltage probe therefore never has the smaller conductance under these conditions. It may exchange heat with its surroundings, since equal numbers of electrons can enter and leave at different energies.

At 300 K, $k_BT=9.50\times10^{-4}$ hartree. Summing on a uniform energy grid from $-18k_BT$ to $18k_BT$, with $\gamma$ constant, gives $\eta=0.3611$. The effective transmissions are 0.45616 for the voltage probe and 0.45610 for the dephasing probe. To see why they are so close, complete the square: $a(1-q)^2+bq^2=ab/(a+b)+(a+b)[q-a/(a+b)]^2$. The two transmissions therefore differ by the thermal average of the last term, with $q$ the value chosen by the voltage probe. This is of second order in the variation of $a/(a+b)=\Gamma_l/W$ with energy. Were $\Gamma_l/W$ constant, one $q$ would serve at every energy and the two would be equal.

The value at one energy was 0.511, so thermal averaging lowers it by 10.8%. The Lorentzian of part (d), with its widths held constant, accounts for nearly all of this. The level shift $\mathrm{Re}(\Sigma_l+\Sigma_r)$ falls as $E$ rises, so near the resonance $x\simeq\lambda E$, with $\lambda=1-d\,\mathrm{Re}(\Sigma_l+\Sigma_r)/dE=1.298$ at $E=0$. To lowest order in $k_BT/s$ the reduction would be

$$\frac{\lambda^2\langle E^2\rangle}{s^2/4}=\frac{\lambda^2\pi^2(k_BT)^2/3}{s^2/4}=0.159 .$$

This first term is too large, because the thermal window is not narrow enough compared with $s$. Averaging the full Lorentzian, $1-\langle(1+4\lambda^2E^2/s^2)^{-1}\rangle$, gives 0.107.

Linear response can be compared with a finite bias by keeping the full Fermi functions and finding $\mu_P$ by a numerical root search. With $\mu_R=0$ and $\mu_L=0.001$ hartree, slightly above $k_BT$, the probe fraction is 0.3556. The ratio of flow to bias is 0.1441 atomic units, 0.8% below the linear value 0.1452. This deviation depends on where the bias window lies relative to the resonance: the same bias gives 0.4% with $\mu_L=-\mu_R=0.0005$ hartree and 1.7% with $\mu_L=0$, $\mu_R=-0.001$ hartree. Here $H$ and the contact self-energies were held fixed. A real bias may also reshape the barrier, and beyond linear response that change must be calculated as well.
